# At What Thickness Does the Valence Maximum Move to Gamma?: test program

```python
# Result under test: in a stack of N layers the highest Gamma level, measured
# from the K edge, is -D + 2 t cos(pi/(N+1)); for D = 0.50 eV and t = 0.30 eV
# it first exceeds zero at N = 5.
# D: depth of monolayer Gamma below K; t: Gamma hopping between adjacent layers.
# Energies in eV, lengths in angstrom, masses in electron masses.
# Also sized: K hopping, inner-layer shift, field, temperature, band filling.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

D, t = 0.50, 0.30
spacing = 6.5
mass_gamma, mass_k = 1.0, 0.4
half_so, hop_k, hop_k_large = 0.20, 0.05, 0.07
temperature = 300.0
kT = const.k * temperature / const.e
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr_cm = const.physical_constants["Bohr radius"][0] * 100


def chain(layers, hop, site=None):
    h = np.diag(np.zeros(layers) if site is None else np.asarray(site, float))
    for n in range(layers - 1):
        h[n, n + 1] = h[n + 1, n] = hop
    return h


def top(layers, hop, site=None):
    return np.linalg.eigvalsh(chain(layers, hop, site))[-1]


def first_crossing(depth, hop, k_edge=lambda n: 0.0, limit=80):
    for n in range(1, limit + 1):
        if top(n, hop) - depth > k_edge(n):
            return n
    return None


# Spectrum and top eigenvector: diagonalization against the sine solution
for n in range(1, 13):
    levels, vectors = np.linalg.eigh(chain(n, t))
    formula = 2 * t * np.cos(np.arange(n, 0, -1) * np.pi / (n + 1))
    assert np.allclose(levels, formula, atol=1e-12)
    sine = np.sin(np.arange(1, n + 1) * np.pi / (n + 1))
    sine /= np.linalg.norm(sine)
    assert abs(abs(sine @ vectors[:, -1]) - 1) < 1e-12
    assert abs(top(n, -t) - levels[-1]) < 1e-12

# First crossing: explicit scan, persistence, and the closed counting rule
gamma = {n: top(n, t) - D for n in range(1, 61)}
crossing = first_crossing(D, t)
assert crossing == 5
assert all(gamma[n] < 0 for n in range(1, 5))
assert all(gamma[n] > 0 for n in range(5, 61))
assert all(gamma[n + 1] > gamma[n] for n in range(1, 60))
rng = np.random.default_rng(4)
for ratio in rng.uniform(0.05, 0.99, 40):
    rule = int(np.floor(np.pi / np.arccos(ratio)))
    assert first_crossing(2 * t * ratio, t) == rule
assert first_crossing(D, t / 2, limit=200) is None

# Range of hopping that leaves the crossing at five layers
t_low = brentq(lambda x: top(5, x) - D, 0.2, 0.4)
t_high = brentq(lambda x: top(4, x) - D, 0.2, 0.4)
assert abs(t_low - D / (2 * np.cos(np.pi / 6))) < 1e-10
assert abs(t_high - D / (2 * np.cos(np.pi / 5))) < 1e-10
assert first_crossing(D, t_low - 1e-4) == 6
assert first_crossing(D, t_high + 1e-4) == 4


# K hopping between layers of alternating spin-orbit sign
def k_rise(layers, hop):
    site = half_so * (-1.0) ** np.arange(layers)
    return top(layers, hop, site) - half_so


for n in range(1, 10):
    root = np.hypot(half_so, 2 * hop_k * np.cos(np.pi / (n + 1)))
    assert abs(k_rise(n, hop_k) - (root - half_so)) < 1e-12
hop_k_limit = brentq(lambda x: k_rise(5, x) - gamma[5], 0.001, 0.2)
crossing_k = first_crossing(D, t, lambda n: k_rise(n, hop_k))
crossing_k_large = first_crossing(D, t, lambda n: k_rise(n, hop_k_large))


# Gamma site shift of the inner layers relative to the two outer ones
def inner_top(layers, shift):
    site = np.full(layers, shift)
    site[0] = site[-1] = 0.0
    return top(layers, t, site)


inner_weight = {}
for n in (4, 5):
    slope = (inner_top(n, 1e-4) - inner_top(n, -1e-4)) / 2e-4
    inner_weight[n] = 1 - 4 / (n + 1) * np.sin(np.pi / (n + 1)) ** 2
    assert abs(slope - inner_weight[n]) < 1e-6
shift_four = brentq(lambda w: inner_top(4, w) - D, 0, 0.1)
shift_five = brentq(lambda w: inner_top(5, w) - D, -0.1, 0)


# Perpendicular field: step is the potential energy change per layer
def field_balance(step, layers=5):
    site = step * (np.arange(layers) - (layers - 1) / 2)
    k_edge = np.linalg.eigvalsh(chain(layers, 0.0, site))[-1]
    return top(layers, t, site) - D - k_edge, k_edge


step_critical = brentq(lambda u: field_balance(u)[0], 0, 0.05)
to_mv_cm = 100 / spacing          # eV per layer -> MV/cm
field_critical = step_critical * to_mv_cm
linear_estimate = gamma[5] / 2 * to_mv_cm
assert abs(linear_estimate / field_critical - 1) < 0.05  # second order left out
step_one = 1.0 / to_mv_cm
balance_one, k_rise_one = field_balance(step_one)
assert abs(k_rise_one - 2 * step_one) < 1e-12
# Gamma response is quadratic: doubling a small field quadruples the shift
small = [top(5, t, u * (np.arange(5) - 2)) - top(5, t) for u in (1e-3, 2e-3)]
assert abs(small[1] / small[0] - 4) < 0.01


# Dilute holes: share in Gamma, closed weights against integration over k
def gamma_share(layers):
    edges = np.linalg.eigvalsh(chain(layers, t)) - D
    weight = 2 * mass_gamma * np.exp(edges / kT).sum()
    return weight / (weight + 2 * layers * mass_k)


def gamma_share_integrated(layers):
    heat = kT / hartree

    def pocket(mass):
        reach = 12 * np.sqrt(mass * heat)
        return quad(lambda k: k * np.exp(-k * k / (2 * mass * heat)),
                    0, reach, epsabs=1e-14)[0]
    edges = np.linalg.eigvalsh(chain(layers, t)) - D
    weight = 2 * sum(np.exp(e / kT) for e in edges) * pocket(mass_gamma)
    return weight / (weight + 2 * layers * pocket(mass_k))


for n in (4, 5, 6):
    assert abs(gamma_share(n) - gamma_share_integrated(n)) < 1e-7

# Hole density that fills Gamma down to the K edge, against a state count
density_au = mass_gamma * gamma[5] / hartree / np.pi
box = 60000.0
index = np.arange(-500, 501)
k_squared = (2 * np.pi / box) ** 2 * (index[:, None] ** 2 + index ** 2)
states = 2 * np.count_nonzero(k_squared / (2 * mass_gamma) < gamma[5] / hartree)
assert abs(states / box ** 2 / density_au - 1) < 2e-3  # finite box
density = density_au / bohr_cm ** 2

print(f"Depth of monolayer Gamma below K: {D:.2f} eV")
print(f"Gamma interlayer hopping: {t:.2f} eV")
print(f"Ratio D/(2t): {D / (2 * t):.4f}")
for n in range(1, 8):
    print(f"N={n}: chain top {top(n, t):.4f} eV, Gamma minus K {gamma[n]:+.4f} eV")
print(f"Thick-stack limit of Gamma minus K: {2 * t - D:+.4f} eV")
print(f"pi/arccos(D/(2t)): {np.pi / np.arccos(D / (2 * t)):.3f}")
print(f"First layer number with maximum at Gamma: {crossing}")
print(f"Layer spacing (rough): {spacing:.1f} angstrom")
print(f"Thickness at crossing: {crossing * spacing:.1f} angstrom"
      f" = {crossing * spacing / 10:.2f} nm")
print(f"Hopping range giving five: {t_low:.4f} to {t_high:.4f} eV")
print(f"If 0.30 eV is the full splitting: t {t / 2:.2f} eV,"
      f" thick limit {t - D:+.2f} eV")
print(f"Half spin-orbit splitting at K (rough): {half_so:.2f} eV")
print(f"K hopping (rough): {hop_k:.2f} eV")
print(f"K edge rise at N=5: {k_rise(5, hop_k):.4f} eV")
print(f"Gamma minus K at N=5 with K hopping:"
      f" {gamma[5] - k_rise(5, hop_k):+.4f} eV")
print(f"Crossing with K hopping {hop_k:.2f} eV: N={crossing_k}")
print(f"K hopping that cancels the N=5 margin: {hop_k_limit:.4f} eV")
print(f"Crossing with K hopping {hop_k_large:.2f} eV: N={crossing_k_large}")
print(f"Inner-layer weight: N=4 {inner_weight[4]:.3f}, N=5 {inner_weight[5]:.3f}")
print(f"Inner shift that brings N=4 to K: {shift_four:+.4f} eV")
print(f"Inner shift that returns N=5 to K: {shift_five:+.4f} eV")
print(f"Field returning N=5 maximum to K: {field_critical:.3f} MV/cm")
print(f"Same field, linear estimate: {linear_estimate:.3f} MV/cm")
print(f"K edge rise at 1 MV/cm, N=5: {k_rise_one:.3f} eV")
print(f"Gamma minus K at 1 MV/cm, N=5: {balance_one:+.3f} eV")
print(f"Temperature: {temperature:.0f} K, thermal energy {kT:.4f} eV")
print(f"In-plane masses (rough): Gamma {mass_gamma:.1f},"
      f" K {mass_k:.1f} electron masses")
for n in (4, 5, 6):
    print(f"Share of dilute holes in Gamma, N={n}: {100 * gamma_share(n):.1f} %")
print(f"Hole density filling Gamma to the K edge, N=5: {density:.2e} cm^-2")
print("verified")
```

Running it gives:

```
Depth of monolayer Gamma below K: 0.50 eV
Gamma interlayer hopping: 0.30 eV
Ratio D/(2t): 0.8333
N=1: chain top 0.0000 eV, Gamma minus K -0.5000 eV
N=2: chain top 0.3000 eV, Gamma minus K -0.2000 eV
N=3: chain top 0.4243 eV, Gamma minus K -0.0757 eV
N=4: chain top 0.4854 eV, Gamma minus K -0.0146 eV
N=5: chain top 0.5196 eV, Gamma minus K +0.0196 eV
N=6: chain top 0.5406 eV, Gamma minus K +0.0406 eV
N=7: chain top 0.5543 eV, Gamma minus K +0.0543 eV
Thick-stack limit of Gamma minus K: +0.1000 eV
pi/arccos(D/(2t)): 5.364
First layer number with maximum at Gamma: 5
Layer spacing (rough): 6.5 angstrom
Thickness at crossing: 32.5 angstrom = 3.25 nm
Hopping range giving five: 0.2887 to 0.3090 eV
If 0.30 eV is the full splitting: t 0.15 eV, thick limit -0.20 eV
Half spin-orbit splitting at K (rough): 0.20 eV
K hopping (rough): 0.05 eV
K edge rise at N=5: 0.0179 eV
Gamma minus K at N=5 with K hopping: +0.0017 eV
Crossing with K hopping 0.05 eV: N=5
K hopping that cancels the N=5 margin: 0.0524 eV
Crossing with K hopping 0.07 eV: N=6
Inner-layer weight: N=4 0.724, N=5 0.833
Inner shift that brings N=4 to K: +0.0200 eV
Inner shift that returns N=5 to K: -0.0237 eV
Field returning N=5 maximum to K: 0.155 MV/cm
Same field, linear estimate: 0.151 MV/cm
K edge rise at 1 MV/cm, N=5: 0.130 eV
Gamma minus K at 1 MV/cm, N=5: -0.089 eV
Temperature: 300 K, thermal energy 0.0259 eV
In-plane masses (rough): Gamma 1.0, K 0.4 electron masses
Share of dilute holes in Gamma, N=4: 26.2 %
Share of dilute holes in Gamma, N=5: 51.6 %
Share of dilute holes in Gamma, N=6: 66.7 %
Hole density filling Gamma to the K edge, N=5: 8.19e+12 cm^-2
verified
```
